\section*{Quasiparticle Hamiltonian and Fermi surface for a matrix self-energy}

\section{Two orbitals, each with its own slope}

Consider two orbitals at one wave vector. Set $\hbar=1$ and measure the frequency $\omega$ from the chemical potential $\mu$. Suppose that near $\omega=0$ the self-energy is diagonal and real,
\begin{equation}
\Sigma_a(\omega)=\Sigma_a(0)-\left(\frac1{Z_a}-1\right)\omega ,\qquad a=1,2,
\end{equation}
with $0<Z_a\le1$. Let $a_1,a_2$ be the orbital energies including $\Sigma_a(0)$ and measured from $\mu$, and let $h$ be a real hybridization. In the inverse Green's function the bare $\omega$ combines with the slope of $\Sigma_a$ to give $\omega/Z_a$:
\begin{equation}
G^{-1}(\omega)=\begin{pmatrix}\omega/Z_1-a_1&-h\\-h&\omega/Z_2-a_2\end{pmatrix}.
\end{equation}
Excitation energies are zeros of its determinant,
\begin{equation}
\frac{\omega^2}{Z_1Z_2}-\omega\left(\frac{a_2}{Z_1}+\frac{a_1}{Z_2}\right)+a_1a_2-h^2=0 .
\label{eq:two}
\end{equation}

If $h=0$, the solutions are $\omega=Z_aa_a$. Each band is compressed towards zero energy, and the place where it crosses zero stays put. If $h\neq0$, setting $\omega=0$ in (\ref{eq:two}) gives $a_1a_2=h^2$, which again contains no $Z_a$.

The slope at the crossing does contain them. There the static matrix with diagonal $a_1,a_2$ and off-diagonal $h$ has the null vector $u\propto(h,-a_1)$. Using $h^2=a_1a_2$,
\begin{equation}
|u_1|^2=\frac{a_1a_2}{a_1a_2+a_1^2}=\frac{a_2}{a_1+a_2},\qquad |u_2|^2=\frac{a_1}{a_1+a_2}.
\end{equation}
Close to the crossing $\omega^2$ can be dropped from (\ref{eq:two}), and division by $a_1+a_2$ gives
\begin{equation}
\omega\simeq\frac{(a_1a_2-h^2)/(a_1+a_2)}{|u_1|^2/Z_1+|u_2|^2/Z_2}.
\end{equation}
The numerator is the static band energy to first order, because the determinant is the product of the two static eigenvalues and the other one is close to $a_1+a_2$. The band is therefore flattened by a harmonic mean of $Z_1$ and $Z_2$, weighted with the orbital content of $u$.

\section{First derivation: expanding the inverse Green's function}

\subsection{Assumptions and the sign of the slope}

Let $H(\mathbf k)$ be the one-electron matrix in an orthonormal orbital basis and $\Sigma(\mathbf k,\omega)$ the retarded self-energy at zero temperature. Its damping matrix is $\Gamma=-(\Sigma-\Sigma^\dagger)/(2i)\ge0$. A Fermi liquid is assumed: $\Gamma=O(\omega^2)$, and $\Sigma$ is smooth enough at $\omega=0$ for a Taylor expansion with an $O(\omega^2)$ remainder. This is a restriction: in a two-dimensional electron gas with a momentum-dependent self-energy, $\Gamma\sim\omega^2\ln(1/|\omega|)$ on the Fermi surface. The integral (\ref{eq:slope}) below still converges in that case, so $A$, $Z$ and the results at the crossing survive, but the $O(\omega^2)$ remainders and the width acquire the logarithm. The wave vector is often suppressed below.

Causality gives the spectral representation
\begin{equation}
\Sigma(\omega)=\Sigma_\infty+\frac1\pi\int dx\,\frac{\Gamma(x)}{\omega-x+i0}.
\label{eq:spec}
\end{equation}
The $\omega$-derivative of the integral can be moved onto $\Gamma$. At $\omega=0$, integration by parts then gives
\begin{equation}
\Sigma'(0)=-\frac1\pi\,\mathrm P\!\!\int dx\,\frac{\Gamma'(x)}{x}
=-\frac1\pi\int dx\,\frac{\Gamma(x)}{x^2}\le0 .
\label{eq:slope}
\end{equation}
The boundary terms $\Gamma(x)/x$ vanish at $x\to0$ and at infinity, and the delta-function part of (\ref{eq:spec}) contributes nothing because $\Gamma'(0)=0$. Hence $\Sigma'(0)$ is Hermitian and negative semidefinite. Define
\begin{equation}
A=H+\Sigma(0)-\mu,\qquad Z=[1-\Sigma'(0)]^{-1}.
\end{equation}
All eigenvalues of $Z^{-1}$ are at least one, so those of $Z$ lie in $(0,1]$ and the positive root $Z^{1/2}$ exists.

\subsection{Factorization}

Insert the expansion of $\Sigma$ into $G^{-1}=\omega+\mu-H-\Sigma(\omega)$:
\begin{align}
G^{-1}&=\omega[1-\Sigma'(0)]-[H+\Sigma(0)-\mu]+O(\omega^2)\nonumber\\
&=Z^{-1}\omega-A+O(\omega^2)\nonumber\\
&=Z^{-1/2}\left[\omega-Z^{1/2}AZ^{1/2}\right]Z^{-1/2}+O(\omega^2).
\end{align}
The last line uses $Z^{-1/2}Z^{1/2}=1$ on both sides of $A$. The quasiparticle Hamiltonian and the singular part of $G$ are thus
\begin{equation}
H_{\rm QP}=Z^{1/2}\,[H+\Sigma(0)-\mu]\,Z^{1/2},\qquad
G\simeq Z^{1/2}(\omega-H_{\rm QP})^{-1}Z^{1/2}.
\label{eq:hqp}
\end{equation}
The neglected term does not alter the pole at a Fermi crossing. There the resolvent behaves as $1/\omega$, and the first correction, resolvent times $O(\omega^2)$ times resolvent, stays bounded. Eigenvalues of $H_{\rm QP}$ far from zero carry no such guarantee, since the expansion of $\Sigma$ need not hold at their energies.

\subsection{What stays and what changes}

\paragraph{Fermi surface.} Because
\begin{equation}
\det H_{\rm QP}=\det Z\,\det A,\qquad \det Z>0,
\end{equation}
both matrices are singular at the same $\mathbf k$. They also have equally many negative eigenvalues. For $y=Z^{1/2}x$ one has $x^\dagger H_{\rm QP}x=y^\dagger Ay$, and since $Z^{1/2}$ is invertible it maps a subspace on which one form is negative to a subspace of the same dimension on which the other is negative. The side of the surface on which a band is occupied is therefore unchanged as well.

The comparison is made at fixed $\Sigma(0)-\mu$. The surface is that of $A$, not of $H$: an orbital-dependent $\Sigma(0)$ shifts the orbitals against each other and can deform it. In a self-consistent calculation a change of interaction alters $\Sigma(0)$, $\mu$ and $Z$ together, and the surface may then move, but not through the factors $Z^{1/2}$.

\paragraph{Character.} Let $Au=0$ with $|u|=1$ and no other zero eigenvalue. From $H_{\rm QP}v=0$ follows $AZ^{1/2}v=0$, so $Z^{1/2}v=cu$ and $v=cZ^{-1/2}u$. Normalization fixes $|c|^2$:
\begin{equation}
1=v^\dagger v=|c|^2u^\dagger Z^{-1}u,\qquad |c|^2=Z_k,\qquad
\frac1{Z_k}=u^\dagger Z^{-1}u .
\label{eq:zk}
\end{equation}
The residue of $G$ at $\omega=0$ is
\begin{equation}
Z^{1/2}vv^\dagger Z^{1/2}=Z_k\,uu^\dagger .
\label{eq:res}
\end{equation}
The phrase ``band character'' thus needs care. The eigenvector $v$ of $H_{\rm QP}$ differs from $u$ unless $u$ is an eigenvector of $Z$. The orbital character of the electron-removal or electron-addition pole, normalized to unit weight, is still that of $u$. On the Fermi surface $Z$ changes the strength of this pole, not its composition.

\paragraph{Velocity.} Put $w=Z^{1/2}v$. The eigenvalue equation $H_{\rm QP}v=\varepsilon v$, multiplied by $Z^{-1/2}$, becomes
\begin{equation}
Aw=\varepsilon Z^{-1}w .
\label{eq:gen}
\end{equation}
Differentiate with respect to $\mathbf k$ and multiply from the left by $u^\dagger$ at the crossing. The term with $\nabla w$ on the left vanishes because $u^\dagger A=0$; the terms with $\nabla w$ and $\nabla Z^{-1}$ on the right vanish because $\varepsilon=0$. With $w\propto u$,
\begin{equation}
\nabla\varepsilon=\frac{u^\dagger(\nabla A)u}{u^\dagger Z^{-1}u}=Z_k\,u^\dagger(\nabla A)u .
\label{eq:vel}
\end{equation}
The Fermi velocity keeps the direction it has for $A$, as it must if it is to remain normal to an unchanged surface, and its length is multiplied by $Z_k$. If $\Sigma$ depends on $\mathbf k$, then $\nabla A$ contains $\nabla\Sigma(\mathbf k,0)$, which can raise or lower the speed relative to the bare band.

\section{Second derivation: eliminating auxiliary levels}

The same Hamiltonian follows without expanding an inverse Green's function. The positive spectral weight in (\ref{eq:spec}) can be represented by auxiliary levels with a diagonal energy matrix $E$, measured from $\mu$, and couplings $V$ to the orbitals. For now let the levels be discrete and none lie at zero. With $h=H+\Sigma_\infty-\mu$, consider
\begin{equation}
K=\begin{pmatrix}h&V\\V^\dagger&E\end{pmatrix},\qquad
K\begin{pmatrix}\varphi\\\chi\end{pmatrix}=\omega\begin{pmatrix}\varphi\\\chi\end{pmatrix}.
\end{equation}
The lower row gives $\chi=(\omega-E)^{-1}V^\dagger\varphi$. Inserted in the upper row, it produces the self-energy $\Sigma(\omega)=\Sigma_\infty+V(\omega-E)^{-1}V^\dagger$, so that
\begin{equation}
A=h-VE^{-1}V^\dagger,\qquad Z^{-1}=1+VE^{-2}V^\dagger .
\end{equation}

At $\omega=0$ the auxiliary amplitude would be $-E^{-1}V^\dagger\varphi$. Split this part off by writing $\chi=-E^{-1}V^\dagger\varphi+\eta$, that is,
\begin{equation}
\begin{pmatrix}\varphi\\\chi\end{pmatrix}=M\begin{pmatrix}\varphi\\\eta\end{pmatrix},\qquad
M=\begin{pmatrix}1&0\\-E^{-1}V^\dagger&1\end{pmatrix}.
\end{equation}
Multiplying out first $KM$ and then $M^\dagger KM$ gives
\begin{align}
KM&=\begin{pmatrix}h-VE^{-1}V^\dagger&V\\V^\dagger-V^\dagger&E\end{pmatrix}
=\begin{pmatrix}A&V\\0&E\end{pmatrix},\\
M^\dagger KM&=\begin{pmatrix}1&-VE^{-1}\\0&1\end{pmatrix}\begin{pmatrix}A&V\\0&E\end{pmatrix}
=\begin{pmatrix}A&0\\0&E\end{pmatrix}.
\label{eq:cong}
\end{align}
The energy matrix separates. The price is a non-trivial overlap matrix,
\begin{equation}
M^\dagger M=\begin{pmatrix}Z^{-1}&-VE^{-1}\\-E^{-1}V^\dagger&1\end{pmatrix}.
\end{equation}

Equation (\ref{eq:cong}) already settles the Fermi surface. Since $M$ is invertible, $K$ has a zero eigenvalue where $A$ has one, and the number of negative eigenvalues of $K$ is that of $A$ plus the fixed number of negative levels in $E$. No low-frequency approximation has been made.

For the dispersion, write the eigenvalue problem in the new variables, $M^\dagger KM=\omega M^\dagger M$ acting on $(\varphi,\eta)$:
\begin{align}
A\varphi&=\omega Z^{-1}\varphi-\omega VE^{-1}\eta,\\
E\eta&=\omega\eta-\omega E^{-1}V^\dagger\varphi .
\end{align}
The second line gives $\eta=-\omega(E-\omega)^{-1}E^{-1}V^\dagger\varphi$, which is small for small $\omega$. The first then becomes
\begin{equation}
A\varphi=\omega Z^{-1}\varphi+\omega^2\,VE^{-2}(E-\omega)^{-1}V^\dagger\varphi .
\label{eq:rem}
\end{equation}
Dropping the last term and setting $\varphi=Z^{1/2}v$ yields $Z^{1/2}AZ^{1/2}v=\omega v$, which is (\ref{eq:hqp}). The norm of the full state is $\varphi^\dagger Z^{-1}\varphi+O(\omega)=v^\dagger v+O(\omega)$, so normalized $v$ belongs to a normalized state to this order. The residue of $G$ is $\varphi\varphi^\dagger=Z^{1/2}vv^\dagger Z^{1/2}$, as before.

This route gives $Z^{-1}$ a meaning: it is the overlap matrix of orbitals dressed with their auxiliary clouds, and $Z^{1/2}$ orthonormalizes them. If $Z$ is diagonal, $|v_a|^2=|\varphi_a|^2/Z_a$ is the weight of orbital $a$ together with its cloud, while $|\varphi_a|^2$ is the weight of the bare orbital. These are the two characters distinguished above.

\section{What each derivation assumes}

The first derivation needs the self-energy near one frequency: Hermitian at zero, differentiable there, with a positive $Z$. It admits a continuum of decay channels. It does not single out $Z^{1/2}$, because $Z^{1/2}U$ with any unitary $U$ factorizes $G^{-1}$ equally well and gives $U^\dagger H_{\rm QP}U$. Energies and the residue (\ref{eq:res}) are unaffected by $U$; the components of $v$ are not. This is a further reason to read physical orbital character from $w$.

The second derivation uses the positive spectral representation at all frequencies and, as written, a gap in $E$ around zero. In return it supplies a normalized state, a Hermitian problem from the start, and an explicit remainder (\ref{eq:rem}). A Fermi liquid has no such gap. Replacing the sum over levels by an integral, $VE^{-2}V^\dagger$ becomes $\pi^{-1}\int dx\,\Gamma(x)/x^2$, which is finite for $\Gamma\propto x^2$, and the remainder becomes
\begin{equation}
\frac{\omega^2}{\pi}\int dx\,\frac{\Gamma(x)}{x^2(x-\omega-i0)} .
\end{equation}
Its delta-function part is $i\Gamma(\omega)$. The remainder is then no longer Hermitian, and it describes decay. The principal-value part of the remainder is Hermitian and also $O(\omega^2)$, provided $\Gamma(x)/x^2$ is smooth at $x=0$; if it has different limits on the two sides of zero, this part is of order $\omega^2\ln|\omega|$. It shifts the real energy at order $\varepsilon^2$ but changes the width only at higher order, and it is dropped in what follows. Multiply $[\omega Z^{-1}-A+i\Gamma]\varphi=0$ by $w^\dagger$, use (\ref{eq:gen}) and $w^\dagger Z^{-1}w=1$, and replace $\varphi$ by $w$ in the small term:
\begin{equation}
\omega\simeq\varepsilon-i\,w^\dagger\Gamma(\varepsilon)w .
\label{eq:width}
\end{equation}
For $\Gamma=O(\omega^2)$ the half-width is $O(\varepsilon^2)$, and with the two-dimensional logarithm it is $O(\varepsilon^2\ln(1/|\varepsilon|))$; in both cases it becomes negligible against $|\varepsilon|$ at the Fermi surface.

Both routes fail if $\Gamma(0)\ne0$, for instance through static disorder, since $A-i\Gamma(0)$ then takes the place of the Hermitian $A$, and a pole can reach $\omega=0$ only in the special case $\Gamma(0)u=0$; if the integral (\ref{eq:slope}) diverges, since $Z$ is then singular; and if $\Sigma$ has a pole at $\omega=0$, since $A$ does not exist. In the last two cases a sharp pole of $G$ at zero energy can still survive if its orbital vector is annihilated by the singular part of $\Sigma$, but the formulas above do not cover it.

A degenerate crossing is a milder exception. Let the columns of $U_0$ span the null space of $A$ at $\mathbf k_0$. For a small displacement $\delta\mathbf k$, put $w=U_0x$ in (\ref{eq:gen}) and project onto the null space:
\begin{equation}
U_0^\dagger(\delta\mathbf k\cdot\nabla A)U_0\,x=\varepsilon\,U_0^\dagger Z^{-1}U_0\,x .
\end{equation}
The zeros of $\varepsilon$ still do not depend on $Z$, but the slopes need no longer be the static ones times a common factor, and even the character $x$ can depend on $Z$.

\section{Away from the Fermi surface}

At finite $\varepsilon$ the pole's own character changes too. Expand $w\propto u+\sum_nc_nu_n$ in eigenvectors of $A$ at the same $\mathbf k$, with $Au_n=a_nu_n$ and $u$ the one near zero energy. Projecting (\ref{eq:gen}) on $u_n$ gives $a_nc_n=\varepsilon\,u_n^\dagger Z^{-1}w$, hence to first order
\begin{equation}
c_n\simeq\varepsilon\,\frac{u_n^\dagger Z^{-1}u}{a_n}.
\label{eq:mix}
\end{equation}
The admixture vanishes linearly at the Fermi surface. This first-order term is absent if $Z$ is a multiple of the unit matrix, because $u_n^\dagger u=0$. The $\omega^2$ terms of $\Sigma$, which $H_{\rm QP}$ omits, can still mix the orbitals at order $\varepsilon^2$.

\section{A two-orbital square lattice}

Take round model parameters: lattice constant $a=4.0$~\AA, hoppings $0.3$ and $0.5$~eV, and a hybridization amplitude $0.3$~eV that changes sign between the $x$ and $y$ directions. With $c_i=\cos k_ia$, bare on-site energies $1.5$ and $1.4$~eV from $\mu$, and $\Sigma(0)=(-0.2,0.2)$~eV, the static matrix in eV is
\begin{equation}
A=\begin{pmatrix}1.3-0.6(c_x+c_y)&0.6(c_x-c_y)\\0.6(c_x-c_y)&1.6-1.0(c_x+c_y)\end{pmatrix}.
\end{equation}
The dynamical part is prescribed, not computed from an interaction:
\begin{equation}
\Sigma_a(\omega)-\Sigma_a(0)=\frac{\lambda_aW^2\omega}{(\omega+iW)^2},\qquad
\Gamma_a=\frac{2\lambda_aW^3\omega^2}{(\omega^2+W^2)^2}.
\end{equation}
Its double pole lies in the lower half-plane, as causality requires, and its slope at zero is $-\lambda_a$, so $Z_a=1/(1+\lambda_a)$. For $\lambda=(3,0.25)$ this gives $Z=(0.25,0.80)$; $W=2$~eV. No electron count is inferred from the Fermi surface of such a model, and this local form has a pure $\omega^2$ damping, without the logarithm of a two-dimensional Fermi liquid.

\paragraph{Along the axis.} The bare matrix $H$ crosses zero at $0.393$~\AA$^{-1}$. Both $A$ and the full $G$ cross at $0.341$~\AA$^{-1}$: the static shift has moved the surface and the slopes have not. The null vector has an orbital-1 share of $0.406$, so
\begin{equation}
\frac1{Z_k}=\frac{0.406}{0.25}+\frac{0.594}{0.80}=2.37,\qquad Z_k=0.423 .
\end{equation}
An arithmetic mean would give $0.577$, which is $36\%$ above the residue of the full $G$. The orbital-1 share of $v$ is $0.423\times0.406/0.25=0.69$, while that of the residue remains $0.406$. Dressed orbital 1 dominates the quasiparticle state although bare orbital 2 dominates its pole. The speed falls from $0.972$ to $0.411$~eV\,\AA, or $6.2\times10^4$~m/s.

\paragraph{Along the diagonal.} Here $c_x=c_y$ and the hybridization vanishes. The crossing band is pure orbital 2 and $Z_k=0.80$. The speed falls from $3.39$ to $2.72$~eV\,\AA, or $4.1\times10^5$~m/s. A $\mathbf k$-independent matrix $Z$ has produced an anisotropic $Z_k$ through the changing orbital content: the ratio of diagonal to axial speed rises from $3.5$ to $6.6$. At $20^\circ$ from the axis $Z_k=0.52$ lies in between.

\paragraph{Inside the surface.} At $0.8$ times the crossing wave number, $0.2725$~\AA$^{-1}$, on the axis the static energy is $-0.0725$~eV. $H_{\rm QP}$ gives $-0.0364$~eV, in agreement with the real part of the complex pole. The orbital-1 share of the pole is now $0.244$, against $0.298$ for the eigenvector of $A$. For the width, $v$ has an orbital-1 share of $0.508$, so $|w_1|^2=0.25\times0.508=0.127$ and $|w_2|^2=0.80\times0.492=0.394$. With $\Gamma_a\simeq2\lambda_a\varepsilon^2/W$, equation (\ref{eq:width}) gives
\begin{equation}
0.127\,(3.975\times10^{-3})+0.394\,(3.31\times10^{-4})=6.35\times10^{-4}\ \text{eV},
\end{equation}
which agrees with the pole of the full $G$ and is under $2\%$ of $|\varepsilon|$.

The first-order admixture (\ref{eq:mix}) is $0.072$ in magnitude, the one obtained from $H_{\rm QP}$ $0.061$. The sign of the difference can be traced. With two orbitals the projection gives, without truncation, $c_1=\varepsilon\,u_1^\dagger Z^{-1}u/(a_1-\varepsilon\,u_1^\dagger Z^{-1}u_1)$. Here $a_1>0$ and $\varepsilon<0$, so the denominator exceeds $a_1$ and the first-order value is too large.

Near the surface the real energy error of $H_{\rm QP}$ scales with a fitted power of $2.9$ in $\varepsilon$. The power three expected here is special to this self-energy, whose $\omega^2$ term is purely damping; a Hermitian $\omega^2$ term would in general shift the energy at order $\varepsilon^2$.

The tests compare crossings, velocities and residues with complex poles and contour integrals of the full lattice $G$, and repeat the crossings for two other choices of $\lambda$. A separate three-orbital matrix $K$, with a $\mathbf k$-dependent and non-diagonal $Z$, is diagonalized directly and confirms (\ref{eq:zk})--(\ref{eq:vel}) at its crossing. The lattice values for $\lambda=(3,0.25)$ are listed in the numerical output; the other comparisons are asserted in the program without being printed.

\section*{Numbers as computed}
\begin{verbatim}
lattice constant = 4.0 angstrom
hoppings t1, t2, hybridization t12 = 0.3, 0.5, 0.3 eV
bare on-site energies minus mu = 1.5, 1.4 eV
Sigma(0) of orbitals 1, 2 = -0.2, 0.2 eV
lambda of orbitals 1, 2 = 3.00, 0.25 (no unit)
self-energy scale W = 2.0 eV
Z of orbitals 1, 2 = 0.250, 0.800 (no unit)
occupied bands per k, bare H = 0.1375 (no unit)
occupied bands per k, A = 0.1000 (no unit)
occupied bands per k, HQP = 0.1000 (no unit)
[0 deg] kF bare H = 0.3927 1/angstrom
[0 deg] kF of A = 0.3407, of full G = 0.3407 1/angstrom
[0 deg] orbital-1 share: u = 0.4058, v of HQP = 0.6861
[0 deg] orbital-1 share in residue of G = 0.4058
[0 deg] Zk = 0.4227, residue trace = 0.4227, arithmetic mean = 0.5768
[0 deg] speed from A = 0.9723, from full G = 0.4109 eV angstrom
[0 deg] speed from full G = 6.243e+04 m/s
[20 deg] kF bare H = 0.3234 1/angstrom
[20 deg] kF of A = 0.2698, of full G = 0.2698 1/angstrom
[20 deg] orbital-1 share: u = 0.2471, v of HQP = 0.5123
[20 deg] orbital-1 share in residue of G = 0.2471
[20 deg] Zk = 0.5182, residue trace = 0.5182, arithmetic mean = 0.6641
[20 deg] speed from A = 2.4266, from full G = 1.2576 eV angstrom
[20 deg] speed from full G = 1.911e+05 m/s
[45 deg] kF bare H = 0.2812 1/angstrom
[45 deg] kF of A = 0.2275, of full G = 0.2275 1/angstrom
[45 deg] orbital-1 share: u = 0.0000, v of HQP = 0.0000
[45 deg] orbital-1 share in residue of G = 0.0000
[45 deg] Zk = 0.8000, residue trace = 0.8000, arithmetic mean = 0.8000
[45 deg] speed from A = 3.3941, from full G = 2.7153 eV angstrom
[45 deg] speed from full G = 4.125e+05 m/s
inner point on axis, k = 0.2725 1/angstrom
inner point: energy of A = -0.07253 eV
inner point: energy of HQP = -0.03640, real part of pole = -0.03639 eV
inner point: half-width formula = 0.000635, from pole = 0.000635 eV
inner point: orbital-1 share u = 0.2980, v = 0.5078
inner point: orbital-1 share w = 0.2438, residue of G = 0.2438
inner point: |mixing| = 0.0612, first order = 0.0724
power of energy error = 2.901 (no unit)
power of half-width = 1.974 (no unit)
power of first-order mixing error = 2.146 (no unit)
\end{verbatim}
